# Velocity overshoot after a field step needs no satellite valley

**The argument under review**

The manuscript considers electrons in a silicon-like channel after a sudden rise of the field. It finds a drift velocity that passes through a maximum and then falls to its steady value, and it attributes the fall to electrons entering heavier satellite valleys. Its reasoning has three steps:

1. Within one valley, the velocity relaxes towards its steady value at some momentum relaxation rate, so it can only approach that value from below.
2. A velocity that falls while the field is constant therefore requires a change of mass, hence a change of valley.
3. The same transfer makes the steady velocity fall with increasing field, so overshoot and negative differential mobility are two signs of one process.

Step 1 treats the relaxation rate as a constant. The rate depends on the electron energy, and the energy is still changing while the velocity relaxes. The question is whether this is enough to produce a maximum with one mass and one valley.

**Balance equations for one valley**

Take a parabolic valley of mass $m$ and a uniform field $F$ switched on at $t=0$. The force $eF$ is counted positive along the drift. Electrons start in equilibrium at lattice temperature $T$ and are nondegenerate. An electron of energy $\varepsilon$ scatters at total rate $\Gamma(\varepsilon)$ into a random direction. Some events are elastic; others emit or absorb a phonon of energy $\hbar\omega$.

Let $v$ be the mean velocity along the force and $w$ the mean energy, drift energy included. Between collisions each electron gains velocity at the rate $eF/m$. A collision removes, on average, the whole velocity $v_z$ of the electron that scatters, because the new direction is random. Between collisions the energy grows at the rate $eFv_z$. Averaging over electrons,

$$\frac{dv}{dt}=\frac{eF}{m}-\langle\Gamma v_z\rangle,\qquad
\frac{dw}{dt}=eFv-\hbar\omega\langle\Gamma_{\rm em}-\Gamma_{\rm abs}\rangle .$$

These follow from the model without approximation, but they are not closed: the averages need the whole distribution. Write it as an isotropic part plus a part proportional to $\cos\theta$, where $\theta$ is the angle to the force. Only the isotropic part enters the energy loss. Approximate it by a Maxwellian at the electron temperature $T_e$ defined by $w=\tfrac32k_BT_e$. Approximate the other part by that of a slightly displaced Maxwellian, proportional to $\sqrt{\varepsilon}\,e^{-\varepsilon/k_BT_e}\cos\theta$. In $\langle\Gamma v_z\rangle$ the velocity supplies another $\sqrt\varepsilon$ and the density of states a third, so

$$\langle\Gamma v_z\rangle=\nu(w)v,\qquad
\nu=\frac{\int\Gamma\,\varepsilon^{3/2}e^{-\varepsilon/k_BT_e}d\varepsilon}{\int\varepsilon^{3/2}e^{-\varepsilon/k_BT_e}d\varepsilon}.$$

With $L(w)$ for the energy loss rate, the closed equations are

$$\frac{dv}{dt}=\frac{eF}{m}-\nu(w)v,\qquad \frac{dw}{dt}=eFv-L(w).\tag{1}$$

The scattering rates used below follow the density of final states:

$$\Gamma_{\rm el}=A\sqrt{\frac{\varepsilon}{\hbar\omega}},\quad
\Gamma_{\rm em}=B(N+1)\sqrt{\frac{\varepsilon-\hbar\omega}{\hbar\omega}},\quad
\Gamma_{\rm abs}=BN\sqrt{\frac{\varepsilon+\hbar\omega}{\hbar\omega}},$$

with $\Gamma_{\rm em}=0$ below $\hbar\omega$ and $N=1/(e^{\hbar\omega/k_BT}-1)$. All three increase with energy. Substituting $\varepsilon=k_BT_e x$ in $\nu$ leaves a fixed weight in $x$ and a rate $\Gamma(k_BT_ex)$, so $\nu$ rises with $w$, without bound.

For $L$, shift the variable in the emission average by $\hbar\omega$. This gives a factor $e^{-\hbar\omega/k_BT_e}$ and the same integrand as for absorption. Since $N+1=Ne^{\hbar\omega/k_BT}$,

$$L=\hbar\omega BN\left[e^{\hbar\omega/k_BT-\hbar\omega/k_BT_e}-1\right]\left\langle\sqrt{\frac{\varepsilon+\hbar\omega}{\hbar\omega}}\right\rangle .$$

Thus $L=0$ at the initial energy $w_0=\tfrac32k_BT$. Above it both factors are positive and increasing, and $L$ too grows without bound.

**Where the first step fails**

In a steady state $v_s=eF/[m\nu(w_s)]$ and $eFv_s=L(w_s)$, so

$$\frac{(eF)^2}{m\,\nu(w_s)}=L(w_s).$$

The left side falls with $w_s$ and the right side rises from zero, so there is one solution, with $w_s>w_0$.

At a velocity maximum $dv/dt=0$, hence $v_{\rm max}=eF/[m\nu(w)]$ with the energy of that moment. This exceeds $v_s$ if $w<w_s$. A maximum above the steady value therefore means that the velocity has come into balance with the scattering of electrons that are still too cold. The later fall is caused by heating, at constant mass.

The start shows why energy lags. To leading order $v\simeq eFt/m$, and the loss is still negligible, so $w-w_0\simeq(eF)^2t^2/2m$. Velocity grows linearly and energy quadratically.

**A sufficient condition**

For $\nu$ and $L$ smooth, increasing and unbounded, the claim to be shown is that overshoot occurs in equations (1) whenever

$$\nu(w_s)>L'(w_s),\tag{2}$$

that is, whenever momentum relaxes faster than a small energy disturbance at the steady state.

First, the orbit settles. At $v=0$ the velocity increases. At $v=eF/[m\nu(w_0)]$ it cannot increase, because $\nu(w)\ge\nu(w_0)$. At $w=w_0$ the energy does not decrease, and at sufficiently large $w$ the loss exceeds any power input available in this velocity range. The orbit is thus confined to a rectangle. The divergence of the flow is

$$\frac{\partial}{\partial v}\left(\frac{eF}{m}-\nu v\right)+\frac{\partial}{\partial w}(eFv-L)=-\nu-L'<0,$$

which excludes closed orbits by the Bendixson criterion. A bounded orbit in the plane, with one fixed point that is stable (shown next) and no closed orbits, ends at that point.

Next, set $v=v_s+\delta v$, $w=w_s+\delta w$ and keep first-order terms, with all coefficients taken at $w_s$:

$$\delta\dot v=-\nu\,\delta v-\nu'v_s\,\delta w,\qquad
\delta\dot w=eF\,\delta v-L'\,\delta w .$$

For solutions proportional to $e^{\lambda t}$, the second equation gives $eF\,\delta v=(\lambda+L')\delta w$. Inserting this in the first gives $(\lambda+\nu)(\lambda+L')+eF\nu'v_s=0$, so

$$\lambda=-\frac{\nu+L'}2\pm\sqrt{\frac{(\nu-L')^2}{4}-eF\nu'v_s}.$$

The sum of the roots is negative and their product, $\nu L'+eF\nu'v_s$, is positive, so the point is stable.

*Complex roots.* The orbit winds around the steady state and passes through $v>v_s$.

*Real roots.* Here

$$\lambda+L'=-\frac{\nu-L'}2\pm\sqrt{\frac{(\nu-L')^2}{4}-eF\nu'v_s}.$$

Under condition (2) the first term is negative and larger in magnitude than the root, so both values are negative. The final approach therefore has $\delta v$ and $\delta w$ of opposite sign; this includes equal roots. If the orbit arrives with $w<w_s$, it has $v>v_s$. If it arrives with $w>w_s$, it must earlier have crossed $w=w_s$ upwards, since it started below. There $dw/dt=eF(v-v_s)\ge0$. Equality would put the orbit at the fixed point, which is not reached in finite time. Hence $v>v_s$ at the crossing, and the claim holds.

**When there is no overshoot**

Condition (2) is sufficient, not necessary. For $\nu=L'$ the roots are complex and overshoot still occurs. Three cases mark the limits.

*Constant rate.* The first of equations (1) integrates to $v=v_s(1-e^{-\nu t})$. The electrons may heat strongly and slowly, but the velocity does not respond. This is the case that step 1 of the manuscript describes.

*Rate that does not rise with energy.* Suppose a steady state exists and the orbit starts with $v<v_s$, $w<w_s$. On the edge $v=v_s$ of this region, $\nu(w)\ge\nu(w_s)$, so $dv/dt\le0$. On the edge $w=w_s$, $dw/dt=eF(v-v_s)\le0$. The orbit cannot leave, and the velocity cannot exceed $v_s$. In equations (1), then, slow energy relaxation alone is not enough: the rate must rise.

*Very fast energy relaxation.* Now $L(w)=eFv$ at each moment, so $w$ is an increasing function $W(v)$. The remaining equation is $dv/dt=eF/m-\nu(W(v))v$. Its right side decreases with $v$ and vanishes at $v_s$, so the rise is monotonic.

Between these limits the roots suggest a criterion for a rising rate: overshoot if $\nu>L'$ or if the roots are complex. To test it on the nonlinear equations, take $\nu\propto w^s$ and $L=\gamma(w-w_0)$. Then $eFv_s=\gamma(w_s-w_0)$, and with $\nu$ evaluated at $w_s$ the roots are complex if

$$4s\,\nu\gamma\left(1-\frac{w_0}{w_s}\right)>(\nu-\gamma)^2 .$$

The equations were integrated for $\nu/\gamma=10,3,1,0.5,0.1,0.02$, for $s=-0.5,0,0.5,1$ and for $w_s/w_0=2,5$. The criterion, with no overshoot predicted for $s\le0$, was right in all 48 cases, 16 of which overshoot. For $s=0.5$ and $w_s/w_0=5$ the excess over $v_s$ is 46 % at $\nu/\gamma=10$, 5.5 % at 1, and nil at 0.1. A large overshoot in this series goes with momentum relaxation much faster than energy relaxation.

**A silicon-like channel at 30 kV/cm**

Silicon has six equivalent valleys with longitudinal mass $m_l$ and transverse mass $m_t$, here 0.92 and 0.19 free-electron masses. For a field along $\langle111\rangle$ they reduce to one spherical valley. Let $n_i$ be the components of the field direction along the axes of a valley, and $m_i$ its masses. Define $\kappa_i=k_i\sqrt{m/m_i}$. Then

$$\varepsilon=\frac{\hbar^2\kappa^2}{2m},\qquad \hbar\dot{\boldsymbol\kappa}=eF\mathbf g,\qquad v_\parallel=\frac{\hbar}{m}\,\mathbf g\cdot\boldsymbol\kappa,\qquad g_i=n_i\sqrt{\frac{m}{m_i}} .$$

This is a spherical valley if $|\mathbf g|=1$, which requires $1/m=\sum_in_i^2/m_i$. With $n_i^2=1/3$,

$$\frac1m=\frac13\left(\frac1{0.92}+\frac2{0.19}\right)=3.87,\qquad m=0.258,$$

in units of the free mass and its inverse, for every valley. With scattering isotropic in $\boldsymbol\kappa$, transfer among the six does not change the response along the field.

The other inputs are rough: $T=300$ K, $\hbar\omega=60$ meV, $A=3$ ps$^{-1}$, $B=4$ ps$^{-1}$. The acceleration is $eF/m=20.43\times10^7$ cm/s per ps. Equations (1) then give:

- At the start, $w_0=39$ meV and $\nu=5.06$ ps$^{-1}$. If the electrons stayed cold, the velocity would tend to $20.43/5.06=4.04$, in units of $10^7$ cm/s.
- At the steady state, $w_s=240$ meV and $\nu=18.3$ ps$^{-1}$, so $v_s=20.43/18.31=1.12$ in the same units.
- There $L'=1.14$ ps$^{-1}$. Condition (2) is met by a factor of 16.
- The peak is $1.87\times10^7$ cm/s at 0.20 ps, when $w$ is 103 meV. The rate at that moment is $20.43/1.87=11$ ps$^{-1}$, well below its final value.

The Maxwellian closure can be avoided by following 40,000 electrons through accelerated flights and random collisions with the same $\Gamma(\varepsilon)$. This Monte Carlo calculation gives a peak of $2.04\times10^7$ cm/s, also at 0.20 ps, and a steady velocity of $1.20\times10^7$ cm/s: a ratio of 1.70 in one valley. The energies are 109 meV at the peak and 265 meV in the steady state, the latter reproducible to about 3 %. The closed equations are low by 7 to 8 % in the velocities and by 6 to 9 % in these energies.

The closure is worse at low field. There the steady distribution gives the mobility

$$\mu=\frac em\frac{\langle\varepsilon/\Gamma\rangle}{\langle\varepsilon\rangle},$$

because the $\cos\theta$ part is $eFv_{\rm e}/(k_BT\,\Gamma)$ times the Maxwellian, $v_{\rm e}$ being the electron's speed, and $\langle\varepsilon\rangle=\tfrac32k_BT$. Its value is 1820 cm²/Vs; Monte Carlo at 1 kV/cm gives 1705, lower by 6 %, with sampling noise and slight heating included. The closure has $e/(m\nu)=4.04\times10^7/(3\times10^4)\approx1350$ cm²/Vs. It averages $\Gamma$ where the steady current requires an average of $1/\Gamma$, and the mean of an inverse is at least the inverse of the mean. Equations (1) explain the overshoot; they are not a precise mobility model.

**A control that isolates the cause**

If the rising rate is the cause, removing the rise should remove the overshoot even though the electrons still heat. In a second Monte Carlo run the phonon rates were unchanged, but elastic events were adjusted to hold the total rate at 17.1 ps$^{-1}$, chosen so that $eF/(m\Gamma)$ equals the steady velocity $v_s$ of the first run. (Above roughly 0.8 eV the phonon rates alone exceed this value, so the total is not constant in that tail. The tail holds about 6 % of the electrons in the steady state, and the late-time velocity is about 3 % lower, $1.16\times10^7$ cm/s.)

The mean energy still rose to 273 meV, averaged from 2.5 to 4 ps, and it creeps up by a further few per cent at later times. The velocity followed $v_s(1-e^{-\Gamma t})$ during the first 0.6 ps to within 2.2 % of $v_s$, against a sampling noise of 1 to 2 %. Its highest value over the whole run was 1.04 times the steady mean, compared with 1.70 before. Most of this remainder is the 3 % late drop as the tail fills, where the rate still rises; the rest is noise. Slow heating remained, and the overshoot almost disappeared.

**Overshoot is not negative differential mobility**

Step 3 of the manuscript joins two different conditions. Multiplying $m\nu v_s=eF$ by $v_s$ and using $eFv_s=L$ gives

$$v_s^2=\frac{L(w_s)}{m\,\nu(w_s)} .$$

Since $w_s$ rises with field, the steady velocity at constant mass falls with field only if $L/\nu$ falls with energy. In equations (1), overshoot requires a rising $\nu$ and sufficiently slow energy relaxation; it makes no such demand on $L/\nu$.

In the example, the closed equations give steady velocities of 0.53, 0.78, 1.02, 1.12 and $1.17\times10^7$ cm/s at 5, 10, 20, 30 and 40 kV/cm. There is no negative differential mobility in this range, yet the step to 30 kV/cm overshoots.

The hot limit shows where the velocity is heading. For $k_BT_e\gg\hbar\omega$ the phonon energy can be dropped under the square roots, so $L\to\hbar\omega B\langle\sqrt{\varepsilon/\hbar\omega}\rangle$. The average in $\nu$ has the extra weight $\varepsilon$. For a Maxwellian, $\langle\varepsilon^{1/2}\rangle=2\sqrt{k_BT_e/\pi}$ and $\langle\varepsilon^{3/2}\rangle/\langle\varepsilon\rangle=\tfrac83\sqrt{k_BT_e/\pi}$, in the ratio 3/4. Hence

$$v_s^2\to\frac34\,\frac{\hbar\omega}{m}\,\frac{B}{A+(2N+1)B}.$$

With $N=0.109$ the last fraction is $4/7.87=0.51$, and $v_s\to1.25\times10^7$ cm/s in the closed equations. Averaging $1/\Gamma$ instead, as in the mobility formula, raises this limit to about $1.33\times10^7$ cm/s. The velocity saturates because loss and momentum scattering grow in proportion.

Satellite transfer can add to overshoot where upper valleys are close in energy, and it can make the steady velocity fall. Observing overshoot alone does not establish that transfer took place.

**How far the numbers carry over to silicon**

The model mobility is above the roughly 1400 cm²/Vs of lightly doped silicon at room temperature, while the steady velocity is near the rough saturation value of $10^7$ cm/s. The largest correction found to the energies is nonparabolicity. With $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$ and $\alpha=0.5$ eV$^{-1}$, the steady energy drops from 265 to 162 meV, the peak to 1.74 and the steady velocity to $0.97\times10^7$ cm/s. Their ratio is 1.8, so the overshoot survives. Part of it now comes from the mass, which rises with energy within the valley. With parabolic bands again but the field along $\langle100\rangle$, where the six valleys respond differently, the peak and steady velocities are 1.91 and $1.14\times10^7$ cm/s, a ratio of 1.7.

Other changes were sized with equations (1), whose reference ratio is 1.68, one at a time and at the same final field. At 400 K the ratio is 1.57. A linear field rise over 0.1 ps leaves it at 1.68. An added energy-independent elastic rate of 5.06 ps$^{-1}$, which doubles the initial $\nu$ as a rough interface might, reduces it to 1.47.

In silicon the L valleys lie roughly 1 eV above the minimum. The second conduction band is much closer: it meets the first at the zone-boundary point X, about 0.13 eV above the minimum. It is absent from the model, although a fifth to a third of the model electrons exceed that energy at the velocity peak and more than half do in the steady state, so the numbers for real silicon need a full-band check. For the L valleys the margin is larger. None of the 40,000 parabolic-band electrons was above 1 eV at the velocity peak. In the steady state 1.1 % were, so upper valleys and impact ionisation could affect the late tail of that model; nonparabolicity, which lowers the mean energy, should thin it. At a density of $10^{17}$ cm$^{-3}$ the ratio to the effective density of states, $2.7\times10^{19}$ cm$^{-3}$, is 0.004, so degeneracy is negligible. At $10^{19}$ cm$^{-3}$ in a bulk crystal it matters at the start, when the lowest states are 29 % filled, but much less in the heated steady state, where the filling is about 2 % at the parabolic steady energy and about 4 % at 162 meV. Interband tunnelling through a triangular barrier, with a 1.12 eV gap and mass 0.19, has an exponent near 1200 and plays no part.

For a uniform field, the parabolic Monte Carlo velocity first comes within 10 % of its steady value after 0.66 ps, when the mean displacement is 100 nm. Smoothing out the sampling noise moves this point to about 0.7 ps and 105 nm. Covering 100 nm takes 0.65 ps from rest, against 0.83 ps at the steady velocity. These are not transit times of a transistor: its field varies along the channel, and confinement and impurity scattering are absent here. Impurity scattering usually weakens with energy and so opposes the required rise of $\nu$.

**Recommendation**

The attribution to satellite valleys should be withdrawn unless the manuscript shows their occupation at the time of the fall. A useful check is to repeat the calculation with those valleys removed, and then with the total scattering rate held constant. The first shows how much of the overshoot is due to transfer; the second shows how much of the rest is due to the rise of the scattering rate with energy. In a nonparabolic valley a smaller overshoot can remain even at a constant rate, because heating also raises the mass. That is a change of mass without a change of valley. The numerical output below gives the values for the present example.

## Computed values

```
Scan: cases 48, with overshoot 16
Scan nu~w^0.5, ws/w0=5, nu/L'=10: overshoot 46.39 %
Scan nu~w^0.5, ws/w0=5, nu/L'=1: overshoot 5.50 %
Scan nu~w^0.5, ws/w0=5, nu/L'=0.1: overshoot 0.00 %
Masses ml, mt, mc, md: 0.92, 0.19, 0.258, 0.321 m0
Temperature 300 K, phonon energy 60 meV
Rate prefactors elastic, phonon: 3.0, 4.0 1/ps
Field 30 kV/cm, initial energy 38.8 meV
Mobility, formula: 1822 cm2/Vs
Mobility, Monte Carlo at 1 kV/cm: 1705 cm2/Vs
Moment nu at start: 5.06 1/ps
Moment nu at steady state: 18.31 1/ps
Moment dL/dw at steady state: 1.14 1/ps
Moment peak v: 1.87 e7 cm/s at 0.20 ps
Moment steady v: 1.12 e7 cm/s
Moment w at peak, steady: 103, 240 meV
MC peak v: 2.04 e7 cm/s at 0.20 ps
MC steady v: 1.20 e7 cm/s
MC peak/steady ratio: 1.70
MC w at peak, steady: 109, 265 meV
MC v within 10 % of steady after 0.66 ps
MC distance by then: 100 nm
MC time for 100 nm: 0.65 ps; at steady v 0.83 ps
Control fixed total rate: 17.1 1/ps
Control peak/steady (noise included): 1.04
Control largest deviation from exponential: 2.2 %
Control steady w: 273 meV
Moment steady v at 5 kV/cm: 0.528 e7 cm/s
Moment steady v at 10 kV/cm: 0.783 e7 cm/s
Moment steady v at 20 kV/cm: 1.015 e7 cm/s
Moment steady v at 30 kV/cm: 1.115 e7 cm/s
Moment steady v at 40 kV/cm: 1.165 e7 cm/s
Nonparabolic 0.5/eV: peak 1.74, steady 0.97 e7 cm/s
Nonparabolic steady w: 162 meV
Field <100>: peak 1.91, steady 1.14 e7 cm/s
Moment peak/steady at 300 K: 1.68
Moment peak/steady at 400 K: 1.57
Moment peak/steady, 0.1 ps field rise: 1.68
Moment peak/steady, extra elastic rate: 1.47
Fraction above 1 eV at peak: 0.0e+00
Fraction above 1 eV, steady: 1.1e-02
Effective density of states: 2.74e+19 cm^-3
Degeneracy n/Nc at 1e17 cm^-3: 0.0036
Interband tunnelling exponent (gap 1.12 eV): 1176
```
